# Silicon electron piezoresistance from valley transfer: pi11 and pi12: a numerical check

```python
"""Piezoresistance of n-type silicon from stress-induced valley transfer.

Result under test, for uniaxial stress X along [100] (tension positive):
    pi11 = -(2/3) Xi_u (S11 - S12)/(kB T) * (K - 1)/(2 K + 1)
    pi12 = -pi11/2
pi11, pi12: relative resistivity change per stress, along and across X.
Xi_u: uniaxial deformation potential; S11, S12: elastic compliances;
K = ml/mt: ratio of longitudinal to transverse valley mass.
The independent side is a k-space Boltzmann integral over all valleys with
Fermi statistics at fixed electron density, differentiated numerically.
"""
import numpy as np
from scipy.constants import e, hbar, k as kB, m_e
from scipy.integrate import quad
from scipy.optimize import brentq

# Round model parameters
temperature = 300.0
kT = kB * temperature
ml, mt = 0.9 * m_e, 0.2 * m_e
xi_u, xi_d = 9.0 * e, 1.0 * e
c11, c12, c44 = 165e9, 65e9, 80e9
tau0 = 0.2e-12
density = 1e21
high_density = 1e26
phonon_energy = 2.0       # intervalley phonon energy in units of kT
intervalley_weight = 0.5  # intervalley rate relative to 1/tau0

# Elasticity: Voigt order xx, yy, zz, yz, xz, xy
stiffness = np.zeros((6, 6))
stiffness[:3, :3] = c12
np.fill_diagonal(stiffness, [c11, c11, c11, c44, c44, c44])
compliance = np.linalg.inv(stiffness)
s11, s12 = compliance[0, 0], compliance[0, 1]
assert np.isclose(s11 - s12, 1 / (c11 - c12), rtol=1e-12)


def valley_edges(stress):
    """Edges of the x, y, z valley pairs in units of kT."""
    s = compliance @ stress
    strain = np.array([[s[0], s[5] / 2, s[4] / 2],
                       [s[5] / 2, s[1], s[3] / 2],
                       [s[4] / 2, s[3] / 2, s[2]]])
    axes = np.eye(3)
    return np.array([xi_d * np.trace(strain) + xi_u * a @ strain @ a
                     for a in axes]) / kT


# k-space grid for each valley pair; velocities from the dispersion
def band_energy(wavevector, masses):
    return hbar**2 / 2 * sum(wavevector[a]**2 / masses[a] for a in range(3))


points = np.linspace(-6.5, 6.5, 40)
mesh = np.array(np.meshgrid(points, points, points,
                            indexing="ij")).reshape(3, -1)
valleys = []
for axis in range(3):
    masses = np.full(3, mt)
    masses[axis] = ml
    scale = np.sqrt(2 * masses * kT) / hbar
    kvec = mesh * scale[:, None]
    velocity = np.empty_like(kvec)
    for a in range(3):
        shift = np.zeros((3, 1))
        shift[a] = 0.01 * scale[a]
        velocity[a] = (band_energy(kvec + shift, masses)
                       - band_energy(kvec - shift, masses)) \
            / (2 * hbar * shift[a, 0])
    cell = np.prod(scale) * (points[1] - points[0])**3
    state_weight = 4 * cell / (2 * np.pi)**3  # two spins, two valleys
    valleys.append((band_energy(kvec, masses) / kT, velocity, state_weight))


# Relaxation times in units of tau0; x is energy above the valley edge / kT
def constant_time(x, i, edges):
    return np.ones_like(x)


def power_time(x, i, edges):
    return x**-0.5


def intervalley_time(x, i, edges):
    rate = np.ones_like(x)
    for j in range(3):
        if j != i:
            rate += intervalley_weight * np.sqrt(
                x + edges[i] - edges[j] + phonon_energy)
    return 1 / rate


def transport(stress, total_density, relaxation):
    """Conductivity tensor and valley-pair population fractions."""
    edges = valley_edges(stress)

    def pair_densities(mu):
        return np.array([w * np.sum(1 / (1 + np.exp(x + edges[i] - mu)))
                         for i, (x, v, w) in enumerate(valleys)])

    mu = brentq(lambda m: np.log(pair_densities(m).sum() / total_density),
                -40, 20)
    sigma = np.zeros((3, 3))
    for i, (x, v, w) in enumerate(valleys):
        f = 1 / (1 + np.exp(x + edges[i] - mu))
        weight = e**2 * tau0 * relaxation(x, i, edges) * f * (1 - f) / kT * w
        sigma += (v * weight) @ v.T
    return sigma, pair_densities(mu) / total_density


along_x = np.array([1.0, 0, 0, 0, 0, 0])
along_111 = np.ones(6) / 3


def resistivity_response(direction, total_density, relaxation):
    """Relative resistivity change per unit stress, as a tensor."""
    small_stress = 1e6
    rho = [np.linalg.inv(transport(s * small_stress * direction,
                                   total_density, relaxation)[0])
           for s in (-1, 0, 1)]
    return (rho[2] - rho[0]) / (2 * small_stress * rho[1][0, 0])


# Derived formulas
K = ml / mt
mass_factor = (K - 1) / (2 * K + 1)
pi11 = -(2 / 3) * xi_u * (s11 - s12) / kT * mass_factor
pi12 = -pi11 / 2
mu_l, mu_t = e * tau0 / ml, e * tau0 / mt
mobility = (mu_l + 2 * mu_t) / 3
rho0 = 1 / (density * e * mobility)

# Unstressed conductivity and linear coefficients
sigma_zero, _ = transport(0 * along_x, density, constant_time)
assert np.allclose(sigma_zero, np.eye(3) / rho0, rtol=1e-6, atol=1e-6 / rho0)
numeric = resistivity_response(along_x, density, constant_time)
assert np.isclose(numeric[0, 0], pi11, rtol=1e-4)
assert np.isclose(numeric[1, 1], pi12, rtol=1e-4)
assert np.isclose(numeric[2, 2], pi12, rtol=1e-4)

# Energy-dependent relaxation within each valley leaves the result unchanged
power = resistivity_response(along_x, density, power_time)
assert np.isclose(power[0, 0], pi11, rtol=1e-4)
assert np.isclose(power[1, 1], pi12, rtol=1e-4)

# Splitting-dependent scattering changes the size but not the ratio
inter = resistivity_response(along_x, density, intervalley_time)
assert np.isclose(inter[1, 1] / inter[0, 0], -0.5, rtol=1e-4)
assert inter[0, 0] < 1.01 * pi11

# Stress along [111] does not split the valleys
diagonal = resistivity_response(along_111, density, constant_time)
assert np.max(np.abs(diagonal)) < 1e-5 * abs(pi11)


# Degenerate electrons: normalized Fermi integrals by separate quadrature
def fermi_half(eta):
    return 4 / np.sqrt(np.pi) * quad(
        lambda u: u**2 / (1 + np.exp(u**2 - eta)), 0, 12)[0]


def fermi_minus_half(eta):
    return 2 / np.sqrt(np.pi) * quad(
        lambda u: 1 / (1 + np.exp(u**2 - eta)), 0, 12)[0]


band_density = 12 * (ml * mt**2)**0.5 * (kT / (2 * np.pi * hbar**2))**1.5
eta_high = brentq(lambda h: band_density * fermi_half(h) / high_density - 1,
                  -10, 15)
reduction = fermi_minus_half(eta_high) / fermi_half(eta_high)
degenerate = resistivity_response(along_x, high_density, constant_time)
assert np.isclose(degenerate[0, 0], pi11 * reduction, rtol=2e-4)
assert np.isclose(degenerate[1, 1] / degenerate[0, 0], -0.5, rtol=1e-4)

# Finite stress, both signs, against the closed populations and conductivity
for finite_stress in (-1e9, -1e8, 1e9, 1e8):
    theta = xi_u * (s11 - s12) * finite_stress / kT
    b = np.exp(-theta)
    sigma, fractions = transport(finite_stress * along_x, density,
                                 constant_time)
    ratio_x, ratio_y = sigma[0, 0] * rho0, sigma[1, 1] * rho0
    closed_x = 3 * (b + 2 * K) / ((2 + b) * (1 + 2 * K))
    assert np.allclose(fractions, np.array([b, 1, 1]) / (2 + b), rtol=2e-4)
    assert np.isclose(ratio_x, closed_x, rtol=2e-4)
    assert np.isclose(ratio_y - 1, -(ratio_x - 1) / 2, rtol=1e-4)
# The last pass of the loop is the worked example at 100 MPa tension.

volume_term = compliance[:3, 0].sum()

print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kB T: {1e3 * kT / e:.3f} meV")
print(f"longitudinal mass: {ml / m_e:.1f} m_e")
print(f"transverse mass: {mt / m_e:.1f} m_e")
print(f"mass ratio K: {K:.2f}")
print(f"mass factor (K-1)/(2K+1): {mass_factor:.4f}")
print(f"deformation potential Xi_u: {xi_u / e:.1f} eV")
print(f"stiffness c11: {c11 / 1e9:.0f} GPa")
print(f"stiffness c12: {c12 / 1e9:.0f} GPa")
print(f"S11 - S12: {s11 - s12:.4e} 1/Pa")
print(f"relaxation time: {tau0 * 1e12:.1f} ps")
print(f"electron density: {density:.1e} 1/m^3")
print(f"longitudinal valley mobility: {mu_l:.4f} m^2/(V s)")
print(f"transverse valley mobility: {mu_t:.4f} m^2/(V s)")
print(f"mean mobility: {mobility:.4f} m^2/(V s)")
print(f"unstressed resistivity: {rho0:.5f} ohm m")
print(f"pi11, formula: {pi11:.4e} 1/Pa")
print(f"pi11, k-space integral: {numeric[0, 0]:.4e} 1/Pa")
print(f"pi12, formula: {pi12:.4e} 1/Pa")
print(f"pi12, k-space integral: {numeric[1, 1]:.4e} 1/Pa")
print(f"pi11 in other unit: {pi11 * 1e9:.3f} 1/GPa")
print(f"pi12 in other unit: {pi12 * 1e9:.3f} 1/GPa")
print(f"example stress: {finite_stress / 1e6:.0f} MPa")
print(f"valley splitting: {1e3 * theta * kT / e:.3f} meV")
print(f"splitting over kB T, theta: {theta:.4f}")
print(f"population fraction, x pair: {fractions[0]:.4f}")
print(f"population fraction, y pair: {fractions[1]:.4f}")
print(f"conductivity change along x: {100 * (ratio_x - 1):.3f} %")
print(f"conductivity change along y: {100 * (ratio_y - 1):.3f} %")
print(f"resistivity change x, linear: {100 * pi11 * finite_stress:.3f} %")
print(f"resistivity change x, full: {100 * (1 / ratio_x - 1):.3f} %")
print(f"resistivity change y, linear: {100 * pi12 * finite_stress:.3f} %")
print(f"resistivity change y, full: {100 * (1 / ratio_y - 1):.3f} %")
print(f"saturated sigma_xx/sigma0, tension: {3 * K / (1 + 2 * K):.3f}")
print(f"saturated sigma_xx/sigma0, compression: {3 / (1 + 2 * K):.3f}")
print(f"neglected volume term S11+2 S12: {volume_term:.3e} 1/Pa")
print(f"volume term over |pi11|: {100 * volume_term / abs(pi11):.2f} %")
print(f"volume term over |pi12|: {100 * volume_term / abs(pi12):.2f} %")
print(f"high electron density: {high_density:.1e} 1/m^3")
print(f"reduced Fermi level eta at high density: {eta_high:.3f}")
print(f"degeneracy factor F(-1/2)/F(1/2): {reduction:.4f}")
print(f"pi11 at high density: {degenerate[0, 0]:.4e} 1/Pa")
print(f"intervalley model, phonon energy: {phonon_energy:.1f} kB T")
print(f"intervalley model, rate weight: {intervalley_weight:.1f}")
print(f"pi11 with intervalley scattering: {inter[0, 0]:.3e} 1/Pa")
print(f"pi12/pi11 with intervalley scattering: "
      f"{inter[1, 1] / inter[0, 0]:.4f}")
print("every check passed")
```

Running it gives:

```
temperature: 300 K
thermal energy kB T: 25.852 meV
longitudinal mass: 0.9 m_e
transverse mass: 0.2 m_e
mass ratio K: 4.50
mass factor (K-1)/(2K+1): 0.3500
deformation potential Xi_u: 9.0 eV
stiffness c11: 165 GPa
stiffness c12: 65 GPa
S11 - S12: 1.0000e-11 1/Pa
relaxation time: 0.2 ps
electron density: 1.0e+21 1/m^3
longitudinal valley mobility: 0.0391 m^2/(V s)
transverse valley mobility: 0.1759 m^2/(V s)
mean mobility: 0.1303 m^2/(V s)
unstressed resistivity: 0.04791 ohm m
pi11, formula: -8.1232e-10 1/Pa
pi11, k-space integral: -8.1231e-10 1/Pa
pi12, formula: 4.0616e-10 1/Pa
pi12, k-space integral: 4.0615e-10 1/Pa
pi11 in other unit: -0.812 1/GPa
pi12 in other unit: 0.406 1/GPa
example stress: 100 MPa
valley splitting: 9.000 meV
splitting over kB T, theta: 0.3481
population fraction, x pair: 0.2609
population fraction, y pair: 0.3695
conductivity change along x: 7.605 %
conductivity change along y: -3.803 %
resistivity change x, linear: -8.123 %
resistivity change x, full: -7.068 %
resistivity change y, linear: 4.062 %
resistivity change y, full: 3.953 %
saturated sigma_xx/sigma0, tension: 1.350
saturated sigma_xx/sigma0, compression: 0.300
neglected volume term S11+2 S12: 3.390e-12 1/Pa
volume term over |pi11|: 0.42 %
volume term over |pi12|: 0.83 %
high electron density: 1.0e+26 1/m^3
reduced Fermi level eta at high density: 2.436
degeneracy factor F(-1/2)/F(1/2): 0.4688
pi11 at high density: -3.8084e-10 1/Pa
intervalley model, phonon energy: 2.0 kB T
intervalley model, rate weight: 0.5
pi11 with intervalley scattering: -9.148e-10 1/Pa
pi12/pi11 with intervalley scattering: -0.5000
every check passed
```
